# Erginsoy's neutral-donor relaxation rate from a 1/k cross section: a program that tests the result

```python
"""
Result under test: N neutral hydrogen-like donors per volume with momentum-
transfer cross section sigma = A*a/k relax electron momentum at the energy-
independent rate A*hbar*a*N/m. Erginsoy's choice is A = 20, with mobility
e^3*m/(80*pi*eps0*eps*hbar^3*N).
Symbols: m effective mass, eps dielectric constant, a donor radius,
k wave number, delta_l phase shifts, sign +1 singlet and -1 triplet.
The coefficient A is examined by solving the static-exchange equation for an
electron on a hydrogen-like donor (no polarization or correlation).
Scattering is solved in Hartree units, transport in SI units.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import gamma, spherical_jn, spherical_yn

ERGINSOY = 20.0


def radial_matrices(l, mass=1.0, eps=1.0, reach=20.0, size=36):
    """Matrices in the basis r*P_n on [0, reach*a]; the operator is 2m*H."""
    a = eps / mass
    R = reach * a
    x, wx = legendre.leggauss(110)
    r, w = R * (x + 1) / 2, wx * R / 2
    norm = np.sqrt(2 * np.arange(size) + 1)
    P = legendre.legval(x, np.eye(size)) * norm[:, None]
    dP = legendre.legval(x, legendre.legder(np.eye(size))) * norm[:, None]
    F = P * r / R
    dF = P / R + (r / R) * dP * 2 / R
    end = norm.copy()
    overlap = (F * w) @ F.T
    kinetic = (dF * w) @ dF.T + l * (l + 1) * (F * w / r**2) @ F.T
    static = -(1 / r + 1 / a) * np.exp(-2 * r / a)
    direct = kinetic + 2 * mass / eps * (F * w * static) @ F.T
    phi_over_r = 2 * a**-1.5 * np.exp(-r / a)
    phi = F @ (w * r * phi_over_r)
    # The exchange multipole potential is obtained from its Poisson equation.
    poisson = kinetic + l / R * np.outer(end, end)
    M = (F * w * phi_over_r) @ F.T
    exchange = M @ np.linalg.solve(poisson, M.T)
    return dict(a=a, R=R, r=r, w=w, F=F, end=end, S=overlap,
                direct=direct, phi=phi, X=exchange, mass=mass, eps=eps, l=l)


def scattering_operator(b, k, sign):
    """Static-exchange operator 2m*(H-E) with the Bloch boundary term."""
    A = b["direct"] - k**2 * b["S"]
    A = A + sign * 2 * b["mass"] / b["eps"] * b["X"]
    if b["l"] == 0:
        A = A - sign * (1 / b["a"]**2 + k**2) * np.outer(b["phi"], b["phi"])
    return A


def phase_shift(b, k, sign):
    A = scattering_operator(b, k, sign)
    if b["l"] == 0 and sign < 0:
        # Selects the solution orthogonal to the redundant one, u = phi.
        A = A + np.outer(b["phi"], b["phi"]) / b["a"]**2
    ratio = b["end"] @ np.linalg.solve(A, b["end"])   # u(R)/u'(R)
    z, l = k * b["R"], b["l"]
    j, dj = spherical_jn(l, z), spherical_jn(l, z, derivative=True)
    y, dy = spherical_yn(l, z), spherical_yn(l, z, derivative=True)
    s, ds = z * j, k * (j + z * dj)
    c, dc = -z * y, -k * (y + z * dy)
    return np.arctan(-(s - ratio * ds) / (c - ratio * dc))


def transport_sum(deltas, k):
    d = np.append(deltas, 0.0)
    l = np.arange(len(deltas))
    return 4 * np.pi / k**2 * np.sum((l + 1) * np.sin(d[:-1] - d[1:])**2)


def cross_sections(bases, k):
    """Spin-averaged s-wave, total and momentum-transfer cross sections."""
    result, phases = np.zeros(3), {}
    for sign, weight in ((1, 0.25), (-1, 0.75)):
        d = np.array([phase_shift(b, k, sign) for b in bases])
        l = np.arange(len(d))
        partial = 4 * np.pi / k**2 * (2 * l + 1) * np.sin(d)**2
        result += weight * np.array([partial[0], partial.sum(),
                                     transport_sum(d, k)])
        phases[sign] = d
    return result, phases


hydrogen = [radial_matrices(l) for l in range(3)]

# Exchange matrix against direct double integration, u = r^2 exp(-r), l = 1.
b = hydrogen[1]
coef = np.linalg.solve(b["S"], b["F"] @ (b["w"] * b["r"]**2 * np.exp(-b["r"])))


def density(r):
    return 2 * r**3 * np.exp(-2 * r)


def outer_part(r):
    inner = quad(lambda s: density(s) * s, 0, r)[0]
    return density(r) / r**2 * inner


direct_exchange = 2 / 3 * quad(outer_part, 0, 20)[0]
assert abs(coef @ b["X"] @ coef / direct_exchange - 1) < 1e-6

# The antisymmetrized triplet vanishes for u = phi, whatever the energy.
scaled = [radial_matrices(l, mass=0.3, eps=12.0) for l in range(3)]
for b in (hydrogen[0], scaled[0]):
    c_phi = np.linalg.solve(b["S"], b["phi"])
    for ka in (0.2, 0.6):
        triplet = scattering_operator(b, ka / b["a"], -1) @ c_phi
        singlet = scattering_operator(b, ka / b["a"], 1) @ c_phi
        assert np.linalg.norm(triplet) < 1e-3 * np.linalg.norm(singlet)

# Phase shifts do not depend on the matching radius.
larger = [radial_matrices(l, reach=25.0, size=42) for l in range(3)]
for ka in (0.1, 0.3, 0.6):
    for small_box, large_box in zip(hydrogen, larger):
        for sign in (1, -1):
            difference = (phase_shift(small_box, ka, sign)
                          - phase_shift(large_box, ka, sign))
            assert abs(np.sin(difference)) < 1e-4

# Effective-mass scaling, with mass and dielectric constant in the Hamiltonian.
for ka in (0.15, 0.4):
    radius = scaled[0]["a"]
    in_solid = cross_sections(scaled, ka / radius)[0]
    in_vacuum = cross_sections(hydrogen, ka)[0]
    assert np.allclose(in_solid, radius**2 * in_vacuum, rtol=1e-5)

# Collision operator acting on cos(theta), integrated over all final angles.
k_test = 0.4
d_test = cross_sections(hydrogen, k_test)[1][-1]
mu_in = 0.6
mu_out, w_out = legendre.leggauss(24)
azimuth = 2 * np.pi * np.arange(32) / 32
cos_angle = (mu_in * mu_out[:, None] + np.sqrt(1 - mu_in**2)
             * np.sqrt(1 - mu_out[:, None]**2) * np.cos(azimuth))
amp_coef = np.array([(2 * l + 1) * np.exp(1j * d) * np.sin(d) / k_test
                     for l, d in enumerate(d_test)])
amplitude = legendre.legval(cos_angle, amp_coef)
azimuth_integral = (abs(amplitude)**2).mean(axis=1) * 2 * np.pi
loss = np.sum(w_out * azimuth_integral * (mu_in - mu_out))
assert abs(loss / mu_in / transport_sum(d_test, k_test) - 1) < 1e-9

# Range of the 1/k law: products k*sigma/a on a grid of ka.
ka_grid = 0.02 * np.arange(1, 44)
sigma_grid = np.array([cross_sections(hydrogen, q)[0] for q in ka_grid])
A_grid = ka_grid[:, None] * sigma_grid
s_window = (ka_grid > 0.099) & (ka_grid < 0.501)
t_window = (ka_grid > 0.199) & (ka_grid < 0.501)
assert np.all(abs(A_grid[s_window, 0] / ERGINSOY - 1) < 0.25)
A_tr = A_grid[t_window, 2]
assert (A_tr.max() - A_tr.min()) / A_tr.mean() < 0.2
assert A_grid[0, 0] < 0.5 * ERGINSOY
peak_s, peak_tr = np.argmax(A_grid[:, 0]), np.argmax(A_grid[:, 2])
assert 0 < peak_s < len(ka_grid) - 1 and 0 < peak_tr < len(ka_grid) - 1

# Worked example in SI units.
hbar, e, kB = const.hbar, const.e, const.k
mass_ratio, eps_r, N = 0.3, 12.0, 1e22
m = mass_ratio * const.m_e
a0 = const.physical_constants["Bohr radius"][0]
a = eps_r / mass_ratio * a0
binding = hbar**2 / (2 * m * a**2)
rate = ERGINSOY * hbar * a * N / m
mobility = e**3 * m / (80 * np.pi * const.epsilon_0 * eps_r * hbar**3 * N)

# Mobility from the Boltzmann current with Fermi-Dirac statistics.
for T, eta in ((5.0, -6.0), (20.0, 2.0)):
    def current_weight(x):
        k = np.sqrt(2 * m * x * kB * T) / hbar
        tau = 1 / (N * (hbar * k / m) * (ERGINSOY * a / k))
        return x**1.5 * tau / (4 * np.cosh((x - eta) / 2)**2)

    def occupation(x):
        return np.sqrt(x) / (np.exp(x - eta) + 1)

    current = quad(current_weight, 1e-12, 60, epsabs=0, epsrel=1e-9)[0]
    carriers = quad(occupation, 0, 60, epsabs=0, epsrel=1e-9)[0]
    assert abs(2 * e / (3 * m) * current / carriers / mobility - 1) < 1e-6

# Non-degenerate averages with the computed momentum-transfer cross section.
sigma_tr = CubicSpline(ka_grid, sigma_grid[:, 2])


def thermal_mobility(T):
    x = np.linspace(1e-6, 40, 40001)
    ka = np.sqrt(x * kB * T / binding)
    sigma = a**2 * sigma_tr(np.clip(ka, ka_grid[0], ka_grid[-1]))
    tau = 1 / (N * hbar * ka / (m * a) * sigma)
    weight = x**1.5 * np.exp(-x) / gamma(2.5)
    above = np.trapezoid(weight * (ka**2 > 0.75), x) if hasattr(
        np, "trapezoid") else np.trapz(weight * (ka**2 > 0.75), x)
    integral = np.trapezoid(weight * tau, x) if hasattr(
        np, "trapezoid") else np.trapz(weight * tau, x)
    return e / m * integral, above


temperatures = (1.0, 5.0, 10.0, 20.0)
thermal = {T: thermal_mobility(T) for T in temperatures}
plateau = [thermal[T][0] for T in (5.0, 10.0, 20.0)]
assert max(plateau) / min(plateau) < 1.2
assert thermal[1.0][0] > 1.15 * thermal[10.0][0]
assert all(above < 1e-3 for _, above in thermal.values())

print("Static-exchange phase shifts (rad; s-wave modulo pi)")
print("ka    singlet s  triplet s  singlet p  triplet p")
table = (0.02, 0.1, 0.2, 0.3, 0.4, 0.5, 0.6)
for ka in table:
    d = cross_sections(hydrogen, ka)[1]
    print(f"{ka:.2f}  {d[1][0] % np.pi:8.4f}  {d[-1][0] % np.pi:9.4f}"
          f"  {d[1][1]:9.4f}  {d[-1][1]:9.4f}")
print("Coefficients k*sigma/a (dimensionless)")
print("ka    s-wave   total   momentum-transfer")
for ka in table:
    A = ka * cross_sections(hydrogen, ka)[0]
    print(f"{ka:.2f}  {A[0]:6.2f}  {A[1]:6.2f}  {A[2]:6.2f}")
print(f"s-wave maximum: {A_grid[peak_s, 0]:.2f} at ka = {ka_grid[peak_s]:.2f}")
print(f"momentum-transfer maximum: {A_grid[peak_tr, 2]:.2f}"
      f" at ka = {ka_grid[peak_tr]:.2f}")
print(f"s-wave range, ka 0.1 to 0.5: {A_grid[s_window, 0].min():.2f}"
      f" to {A_grid[s_window, 0].max():.2f}")
print(f"momentum-transfer range, ka 0.2 to 0.5: {A_tr.min():.2f}"
      f" to {A_tr.max():.2f}; grid mean {A_tr.mean():.2f}")
print(f"Model: m/m_e = {mass_ratio}, eps = {eps_r}, N = {N * 1e-6:.1e} cm^-3")
print(f"donor radius a = {a * 1e9:.4f} nm")
print(f"donor binding energy = {binding / e * 1e3:.3f} meV")
print(f"N a^3 = {N * a**3:.3e}")
print(f"Erginsoy coefficient A = {ERGINSOY:.0f}")
print(f"Erginsoy rate 1/tau = {rate:.4e} s^-1")
print(f"relaxation time tau = {1e12 / rate:.3f} ps")
print(f"Erginsoy mobility = {mobility * 1e4:.4e} cm^2/(V s)")
print("Thermal averages with static-exchange momentum-transfer sigma")
for T in temperatures:
    ka_T = np.sqrt(kB * T / binding)
    k_path = ka_T**2 / (ERGINSOY * N * a**3)
    value, above = thermal[T]
    print(f"T = {T:4.1f} K: ka at E=kT {ka_T:.3f}, k*path (A=20) {k_path:.2f}")
    print(f"  mobility {value * 1e4:.4e} cm^2/(V s),"
          f" ratio to Erginsoy {value / mobility:.3f}")
print(f"weight above excitation threshold at 20 K: {thermal[20.0][1]:.1e}")
print("all assertions hold")
```

It prints:

```
Static-exchange phase shifts (rad; s-wave modulo pi)
ka    singlet s  triplet s  singlet p  triplet p
0.02    2.9802     3.0946    -0.0000     0.0000
0.10    2.3958     2.9076    -0.0012     0.0022
0.20    1.8702     2.6791    -0.0084     0.0167
0.30    1.5081     2.4611    -0.0240     0.0511
0.40    1.2395     2.2573    -0.0461     0.1050
0.50    1.0315     2.0701    -0.0703     0.1693
0.60    0.8691     1.9006    -0.0920     0.2318
Coefficients k*sigma/a (dimensionless)
ka    s-wave   total   momentum-transfer
0.02    5.10    5.10    5.10
0.10   19.53   19.53   19.59
0.20   23.72   23.76   24.31
0.30   22.87   23.13   24.65
0.40   21.12   21.95   24.21
0.50   19.15   20.86   22.91
0.60   17.11   19.75   20.63
s-wave maximum: 23.72 at ka = 0.20
momentum-transfer maximum: 24.66 at ka = 0.28
s-wave range, ka 0.1 to 0.5: 19.15 to 23.72
momentum-transfer range, ka 0.2 to 0.5: 22.91 to 24.66; grid mean 24.19
Model: m/m_e = 0.3, eps = 12.0, N = 1.0e+16 cm^-3
donor radius a = 2.1167 nm
donor binding energy = 28.345 meV
N a^3 = 9.484e-05
Erginsoy coefficient A = 20
Erginsoy rate 1/tau = 1.6336e+11 s^-1
relaxation time tau = 6.121 ps
Erginsoy mobility = 3.5887e+04 cm^2/(V s)
Thermal averages with static-exchange momentum-transfer sigma
T =  1.0 K: ka at E=kT 0.055, k*path (A=20) 1.60
  mobility 4.5295e+04 cm^2/(V s), ratio to Erginsoy 1.262
T =  5.0 K: ka at E=kT 0.123, k*path (A=20) 8.01
  mobility 3.1308e+04 cm^2/(V s), ratio to Erginsoy 0.872
T = 10.0 K: ka at E=kT 0.174, k*path (A=20) 16.03
  mobility 2.9874e+04 cm^2/(V s), ratio to Erginsoy 0.832
T = 20.0 K: ka at E=kT 0.247, k*path (A=20) 32.06
  mobility 3.0319e+04 cm^2/(V s), ratio to Erginsoy 0.845
weight above excitation threshold at 20 K: 1.6e-04
all assertions hold
```
